# Why semilocal TDDFT misses the electron-hole attraction in charge-transfer excitations, part 2

An electron moves from a donor molecule D to an acceptor A, a distance $R$ away along $x$. Both are neutral, closed-shell and without permanent dipoles. Hartree atomic units are used. The real, normalized, orthogonal orbitals $\phi_i$ (doubly occupied, on D) and $\phi_a$ (empty, on A) have the gap $\Delta=\varepsilon_a-\varepsilon_i$; $j$ and $b$ label general occupied and empty orbitals. With ionization energy $I_D$ and electron affinity $A_A$, electrostatics requires

$$\omega_{\rm CT}=I_D-A_A-\frac1R+O(R^{-3}).$$

This follows from the multipole expansion

$$\frac1{|R\hat{\mathbf x}+\mathbf s|}=\frac1R-\frac{s_x}{R^2}+\frac{3s_x^2-s^2}{2R^3}+\dots$$

where $\mathbf s=\mathbf r_A-\mathbf r_D$, each position being measured from its own charge centre.

In adiabatic linear response $\phi_i$ becomes $\phi_i+c(t)\phi_a$ with small $c$, and

$$i\dot c=\Delta c+K(c+c^*),$$

$$K=2\iint\phi_i\phi_a(\mathbf r)\left[\frac1{|\mathbf r-\mathbf r'|}+f_{\rm xc}(\mathbf r,\mathbf r')\right]\phi_i\phi_a(\mathbf r')\,d\mathbf r\,d\mathbf r',$$

$$\omega^2=\Delta(\Delta+2K).$$

Here $f_{\rm xc}=\delta v_{\rm xc}/\delta n$ is the exchange-correlation kernel and $n$ the density. In LDA, $K$ and its couplings to other pairs vanish with the overlap, so $\omega\to\Delta$. If $|f_{\rm xc}(n)|\le Cn^{-2/3}$, the exchange-correlation part obeys

$$|K^{\rm xc}|\le2C\int n^{-2/3}\phi_i^2\phi_a^2\,d\mathbf r\le2^{1/3}C\int|\phi_i|^{2/3}\phi_a^2\,d\mathbf r .$$

The LDA total energy does contain the attraction. When a charge $q$ between 0 and 1 has moved from D to A,

$$E(q)=E_D(q)+E_A(q)-\frac{q^2}R+O(R^{-3}),$$

$$\frac{dE}{dq}=\varepsilon_a(q)-\varepsilon_i(q).$$

The example has two linear BeH$_2$ molecules parallel to $z$, with donor bonds of 3.0 bohr and acceptor bonds of 2.5 bohr, in the 6-31G basis. The electron goes from the highest occupied donor orbital to the empty Be $p_y$ orbital of the acceptor. The "root" is the charge-transfer energy from the full response matrix, with all orbital pairs included.

### Two errors with different origins

Integrating the slopes of the separate molecules over the whole transfer gives $I_D-A_A$. Their value at $q=0$ gives the orbital gap. The two agree only if the gap averaged over the transfer equals its starting value. In LDA it does not: emptying an orbital lowers its level, and filling one raises it, because the density still repels itself to a considerable extent.

The separate BeH$_2$ molecules show the size of this effect. All ion energies come from self-consistent calculations with the chosen occupations:

$$I_D=0.4005,\qquad A_A=-0.0518,\qquad I_D-A_A=0.4523\ \text{hartree}.$$

The LDA orbital gap is

$$-0.0575-(-0.2553)=0.1978\ \text{hartree}.$$

The gap is therefore too small by $0.2545$ hartree relative to the LDA total-energy difference. The donor contributes $0.4005-0.2553=0.1452$, and the acceptor contributes $0.0518+0.0575=0.1093$. This error survives at infinite distance, where $1/R$ is zero.

The negative affinity has a consequence for the physical reading of the example. In this treatment the free acceptor does not bind the added electron relative to the neutral molecule, and the small basis keeps it nearby. The ions serve to examine distance laws in a fixed basis. They do not predict a measured charge-transfer energy.

At $R=20$ bohr the two errors can be put side by side. The LDA root is 5.38 eV and the LDA ion-pair energy is 10.95 eV, a difference of 5.57 eV. (This ion pair has its added electron in a $p$ orbital pointing between $x$ and $y$; with a pure $p_y$ orbital the two numbers become 10.97 and 5.58 eV.) In the separate molecules the orbital gap is too low by $12.31-5.38=6.92$ eV, using unrounded values. The missing attraction makes the response energy too high by $1/20$ hartree, or 1.36 eV. The balance is

$$6.92-1.36=5.56\ \text{eV},$$

which agrees with the direct difference apart from rounding and terms of order $R^{-3}$. The errors have opposite signs here, so a correct energy at one distance would not show that the distance law is correct.

### The weak distance dependence that remains

The LDA root is not completely constant. It rises by $3.8\times10^{-5}$ hartree between 20 and 40 bohr, while the attraction law requires a rise of

$$\frac1{20}-\frac1{40}=0.025\ \text{hartree}.$$

The small rise belongs to the gap. Each neutral molecule has a quadrupole, whose potential at the other molecule falls as $R^{-3}$. It shifts $\varepsilon_a$ and $\varepsilon_i$ by different amounts. Writing the change of the gap as $-G/R^3$, a fit to the rise gives the effective value

$$G=\frac{3.8\times10^{-5}}{20^{-3}-40^{-3}}\approx0.35 .$$

Between 30 and 40 bohr this predicts a rise of $0.35\,(30^{-3}-40^{-3})=7\times10^{-6}$, as the output shows. The true leading coefficient is the difference of the quadrupole components $\Theta_{xx}=\tfrac12\int\rho\,(3x^2-r^2)\,d\mathbf r$ of the two molecules, with $\rho$ the total charge density of nuclei and electrons. These are 1.79 for the donor and 1.51 for the acceptor, so the coefficient is 0.29. It accounts for $3.1\times10^{-5}$ of the rise; the fitted value also absorbs terms of higher order in $1/R$. If the molecules had permanent dipoles, their potentials would give a term of order $R^{-2}$. Neither term is the attraction between a hole and an electron.

### Nonlocal exchange for one pair

The response needs a contribution that connects the density $\phi_i^2$ with the density $\phi_a^2$ while the amplitude is still small. Nonlocal exchange provides it. For doubly occupied orbitals the exchange operator acts as

$$(\hat v_x\psi)(\mathbf r)=-\sum_j\phi_j(\mathbf r)\int\frac{\phi_j^*(\mathbf r')\psi(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r'.$$

Replace $\phi_i$ by $\phi_i+c\phi_a$. The orbital product in the operator changes to first order by

$$c\,\phi_a(\mathbf r)\phi_i(\mathbf r')+c^*\phi_i(\mathbf r)\phi_a(\mathbf r').$$

Taking the matrix element between $\phi_a$ on the left and $\phi_i$ on the right gives

$$\langle a|\delta\hat v_x|i\rangle=-cJ-c^*X,$$

$$J=\iint\frac{\phi_i^2(\mathbf r)\phi_a^2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',\qquad X=\iint\frac{\phi_i\phi_a(\mathbf r)\,\phi_i\phi_a(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

The integral $X$ contains the vanishing product at both points. In $J$ each orbital is paired with itself, so separation removes no density. The multipole expansion of the first half, applied to two unit densities, gives

$$J=\frac1R+O(R^{-3}),$$

with $R$ measured between the centres of $\phi_i^2$ and $\phi_a^2$.

Let a fraction $\lambda$ of this exchange be present, and let $K$ denote the Hartree and local exchange-correlation part. The amplitude equation becomes

$$i\dot c=\mathcal A c+\mathcal B c^*,\qquad \mathcal A=\Delta+K-\lambda J,\qquad \mathcal B=K-\lambda X .$$

With $c=x+iy$ one finds $\dot x=(\mathcal A-\mathcal B)y$ and $-\dot y=(\mathcal A+\mathcal B)x$. Consequently,

$$\omega^2=(\mathcal A-\mathcal B)(\mathcal A+\mathcal B).$$

When $K$ and $X$ vanish, both factors become $\Delta-\lambda J$, which is positive for a stable state, and

$$\omega=\Delta-\frac{\lambda}{R}+O(R^{-3}).$$

The limit $\lambda=0$ restores the semilocal result. The limit $\lambda=1$ with no local exchange-correlation is time-dependent Hartree–Fock, which has the full attraction. A global hybrid with $0<\lambda<1$ has a fraction of it.

### Other pairs in the exchange response

With all orbital pairs included, the exchange part of $\mathcal A$ couples $ia$ to $jb$ through the interaction of the products $\phi_i\phi_j$ and $\phi_a\phi_b$. These couplings need not vanish exponentially. If $j=i$ and $b\ne a$, a unit charge on D acts on the transition dipole between $a$ and $b$ on A. The coupling is of order $R^{-2}$, and for separated energies it changes the root in second order, as $R^{-4}$. This is the polarization of the transferred electron by the hole.

If both indices differ, two transition dipoles interact. The coupling is then of order $R^{-3}$, with an energy effect of order $R^{-6}$. The exchange part of $\mathcal B$ can connect transfer from D to A with transfer from A to D, also through two local transition dipoles, and has the same order. The law $-\lambda/R+O(R^{-3})$ therefore survives when the relevant orbitals are nondegenerate. If two degenerate acceptor orbitals were connected by a dipole along the separation, diagonalizing them would produce a first-order shift proportional to $R^{-2}$. In the example below, the $p_x$ and $p_y$ orbitals of the free acceptor are degenerate, but the reflection $y\to-y$ forbids a coupling between them, so the law holds there too.

The full Hartree–Fock response confirms the distance law for the two molecules:

| $R$ | root minus gap | $-1/R$ |
|---|---|---|
| 12 | $-0.0802$ | $-0.0833$ |
| 20 | $-0.0493$ | $-0.0500$ |
| 40 | $-0.0249$ | $-0.0250$ |

The difference between the two columns, multiplied by $R^3$, is about 5.5 at 12 bohr and 5.7 at 20 bohr, using the unrounded output. This is the expected quadrupole order. Its sign can be traced as well. The quadrupole terms in $J$ contain $3x^2-r^2=2x^2-y^2-z^2$. The donor orbital extends mainly along $z$ and the acceptor orbital along $y$, which makes the terms negative. The attraction is then slightly weaker than that of two point charges.

Hartree–Fock still has an energy offset. Its orbital gap is 0.5048 hartree, whereas $I_D-A_A$ from relaxed Hartree–Fock ions is 0.4640 hartree. The orbital energies correspond to ions with frozen orbitals: on removing an electron from $i$, its self-repulsion and self-exchange cancel, and the lost energy is $\varepsilon_i$; the same cancellation applies on adding an electron to $a$. The difference of 0.0407 hartree is the relaxation of the two ions. A correct distance law does not guarantee a correct absolute excitation energy.

### Exchange at long range

A range-separated functional can use nonlocal exchange with the interaction $\operatorname{erf}(\mu r)/r$ and treat the remainder semilocally. The derivation above is unchanged except that this interaction replaces $1/r$ in the exchange integrals. For two compact densities,

$$J_\mu\approx\frac{\operatorname{erf}(\mu R)}R .$$

When $\mu R\gg1$, the error function tends to 1 and the full $-1/R$ returns. At smaller $\mu R$ part of the attraction is still missing.

A deliberately small $\mu=0.05$ bohr$^{-1}$ separates these cases. At $R=20$ bohr, where $\mu R=1$, the integral over the actual orbitals is 0.0416 hartree. The point-charge formula gives 0.0421 hartree, and the full interaction would give 0.0500 hartree for point charges, or 0.0493 hartree for the actual orbitals. The small difference between the first two values reflects the finite extent of the orbitals.

### What a density kernel would have to do

Return to a purely density-based response with a finite gap. Suppose that it must yield a prescribed energy $\omega_{\rm req}$ in the one-pair model. Solving $\omega_{\rm req}^2=\Delta(\Delta+2K)$ gives

$$K_{\rm req}=\frac{\omega_{\rm req}^2-\Delta^2}{2\Delta}=(\omega_{\rm req}-\Delta)\,\frac{\omega_{\rm req}+\Delta}{2\Delta}.$$

The Hartree part of $K$ vanishes with the overlap and is neglected here, so the exchange-correlation kernel must supply all of $K_{\rm req}$. If that kernel is local, let $\bar g$ be its mean value weighted by $\phi_i^2\phi_a^2$. Then

$$\bar g=\frac{K_{\rm req}}{2\int\phi_i^2\phi_a^2\,d\mathbf r}.$$

The numerator remains finite in general, while the denominator vanishes. The mean strength must grow without bound. Even if the gap equalled $I_D-A_A$, the numerator would fall only as $-1/R$, much more slowly than the overlap.

With the LDA ion-pair energy as the required value, the first-order estimate $K_{\rm req}\approx\omega_{\rm req}-\Delta$ gives strengths of $3.4\times10^4$ at 12 bohr and $1.1\times10^8$ at 16 bohr, in atomic units. These values belong to the 6-31G orbitals and depend strongly on how the basis describes their tails and small admixtures; the growth with distance is the general feature. The energy correction is not small compared with the gap. At 12 bohr the full formula multiplies the first value by

$$\frac{0.3700+0.1976}{2\times0.1976}=1.44 .$$

This changes neither the scale nor the conclusion. The required strength is positive here because it must also repair the low LDA gap. The part needed for the attraction alone is negative.

### The total-energy check and its limits

The ion-pair energies use separately relaxed ions placed at distance $R$, without mutual polarization. The added electron occupies an orbital of the degenerate $p_x,p_y$ pair of the free acceptor that points between the two axes. This affects only the $R^{-3}$ term, which is about $2/R^3$ for the listed energies and about $5.5/R^3$ for a pure $p_y$ orbital; the LDA value at 12 bohr is then 0.3720 instead of 0.3700 hartree. At 40 bohr, after subtraction of $I_D-A_A$, both LDA and Hartree–Fock give $-0.0250$ hartree, equal to $-1/40$ at this precision. This supports the distinction drawn from $E(q)$: the same LDA functional has the attraction in its total energies and lacks it in its adiabatic linear response.

The derivation needs localized orbitals. If tunnelling spreads $\phi_a$ over both molecules, the product $\phi_i\phi_a$ retains a local part on D, and $K$ need not be small. At short distances the overlap itself is appreciable, and neither the orbital-gap limit nor the point-charge formula is sufficient. Between these situations the useful question is which densities or orbital products an interaction connects. For charge transfer between localized orbitals, the LDA response acts through a product that vanishes on separation; nonlocal exchange also connects the electron density with the hole density. The numerical output lists the energies and matrix elements behind these comparisons.

## Numbers as computed

```
donor bond, acceptor bond (bohr): 3.00 2.50
basis 6-31G; LDA = Slater exchange + VWN correlation
Hartree energy (eV): 27.211386
largest |f_xc| n^(2/3) (a.u.): 0.5558
LDA donor occupied level (hartree): -0.25531
LDA empty p level, donor and acceptor (hartree): -0.06583 -0.05746
LDA I_D, A_A from total energies (hartree): 0.40048 -0.05181
LDA I_D - A_A (hartree, eV): 0.45229 12.307
LDA fragment orbital gap (hartree, eV): 0.19784 5.384
HF donor occupied level (hartree): -0.41506
HF empty p level, donor and acceptor (hartree): 0.07883 0.08971
HF I_D, A_A from total energies (hartree): 0.38535 -0.07869
HF I_D - A_A (hartree, eV): 0.46404 12.627
HF fragment orbital gap (hartree, eV): 0.50477 13.736
LDA: R (bohr), gap, CT root, CT root - gap, ion pair (hartree)
 12.0 0.197611 0.197642   3.17e-05 0.369991
 16.0 0.197751 0.197751   1.05e-08 0.390262
 20.0 0.197799 0.197799   1.23e-13 0.402541
 30.0 0.197830 0.197830   2.50e-16 0.419035
 40.0 0.197837 0.197837  -8.60e-16 0.427324
LDA: R (bohr), K Hartree, K xc, bound on |K xc| (hartree)
 12.0   3.59e-05  -2.67e-05   9.60e-04
 16.0   1.24e-08  -9.46e-09   4.38e-05
 20.0   2.61e-13  -2.94e-13   1.15e-06
HF: R (bohr), gap, CT root, root - gap, -1/R, ion pair (hartree)
 12.0 0.504438 0.424260 -0.080178 -0.083333 0.381619
 16.0 0.504631 0.443514 -0.061117 -0.062500 0.401971
 20.0 0.504706 0.455422 -0.049285 -0.050000 0.414272
 30.0 0.504756 0.471637 -0.033119 -0.033333 0.430778
 40.0 0.504767 0.479858 -0.024909 -0.025000 0.439069
ion-pair energy - (I_D - A_A) at R = 40 bohr, LDA, HF (hartree): -0.024967 -0.024969
local donor excitation, LDA K: matrix, finite difference (hartree): 0.005953 0.005953
rise of CT root from 20 to 40 bohr: LDA, HF, law (hartree): 0.000038 0.024436 0.025000
needed local kernel strength at 12, 16 bohr (a.u.): 3.43e+04 1.10e+08
long-range exchange, mu = 0.05 / bohr, R = 20 bohr: integral, erf(mu R)/R (hartree): 0.041643 0.042135
LDA CT root and ion-pair energy at R = 20 bohr (eV): 5.382 10.954
```
